# Why a Top Facet Can Protect a Retracting Film from Pinch-Off

**Question.** The edge of a thin solid film retracts by surface diffusion and gathers the swept material into a rim. On an isotropic surface a valley opens ahead of the rim and deepens until it cuts the film. If the top of the film is a flat facet, the rim can travel without cutting the film. Why does the facet make this difference, and how strong is the protection?

**Answer.** The facet does not remove the driving force for digging. Atoms on the film ahead of the rim would still lower the energy by moving to the foot of the rim. What changes is the first step. On a rough surface an arbitrarily shallow dip already lowers the energy. On a facet the smallest dip is a pit one atomic layer deep, bounded by a step, and a small pit costs more than it gains. The argument below shows why the isotropic rim must dig, how a rim can travel when digging is blocked, and what barrier keeps it blocked.

**Why an isotropic rim must dig**

Take a straight edge, a film of thickness $H$ and a small contact slope $\theta$. Let $x$ be measured from the moving edge into the film, $s$ be the retracted distance and $V=ds/dt$. For small slopes the surface energy is $\int(\gamma/2)h_x^2\,dx$ per length of edge, with $\gamma$ the surface stiffness. Its variation gives the chemical potential per volume,
$$\mu=-\gamma h_{xx}.$$
Atoms drift down the gradient of $\mu$, so the volume current towards $+x$ is $J=Bh_{xxx}$, where
$$B=\frac{D_s\gamma\,\Omega^{4/3}}{k_BT}$$
is the Mullins coefficient, $D_s$ the surface diffusivity, $\Omega$ the atomic volume, and $\Omega^{-2/3}$ is taken as the density of surface sites. Conservation of volume, written in the frame of the edge, gives
$$h_t=Vh_x-Bh_{xxxx}.$$
At $x=0$ we have $h=0$, $h_x=\theta$ and, since no atoms pass the edge, $h_{xxx}=0$. Far away $h=H$.

Let $u=h-H$. Integrating the equation over the film gives
$$\frac{d}{dt}\int_0^\infty u\,dx=V\,[h]_0^\infty-B\,[h_{xxx}]_0^\infty=VH .$$
Apart from a constant set by the initial edge, the excess area is therefore $Hs$: the rim holds what the edge has swept up.

After long retraction the rim changes shape slowly compared with the time it needs to move by its own width. Then $h_t$ can be dropped, and integrating $Vu_x=Bu_{xxxx}$ from $x$ to infinity gives
$$u_{xxx}=k^3u,\qquad k^3=V/B. \tag{1}$$
This says $J=Vu$: a shape that moves at speed $V$ must carry its own excess volume along.

Equation (1) forbids a rim without a valley on a smooth surface. Suppose $u\ge0$ everywhere beyond some point, and $u$ and its derivatives vanish far away. Consider only the part beyond that point. Then $u_{xxx}\ge0$, so $u_{xx}$ rises towards zero and is nowhere positive. Hence $u_x$ falls towards zero and is nowhere negative. Hence $u$ rises towards zero and is nowhere positive. The only such profile is $u=0$. A rim therefore needs a region with $u<0$ ahead of it. There $J<0$, so atoms flow from the film back towards the rim.

This flow needs no activation beyond that of diffusion itself. Moving a small volume $\epsilon$ from a place with potential $\mu_1$ to one with $\mu_2<\mu_1$ changes the energy by $-\epsilon(\mu_1-\mu_2)$ plus terms of order $\epsilon^2$. For small $\epsilon$ the first term wins, so the energy falls from the start.

**How deep the isotropic valley becomes**

Trying $e^{\lambda x}$ in (1) gives $\lambda^3=k^3$. The decaying roots are $\lambda=k(-1\pm i\sqrt3)/2$. The true edge condition is $u(0)=-H$, but the late rim is much higher than $H$, so to leading order $u(0)=0$; then (1) also gives $u_{xxx}(0)=0$. With $u_x(0)=\theta$,
$$u=\frac{2\theta}{\sqrt3\,k}\,e^{-kx/2}\sin\!\left(\frac{\sqrt3\,kx}{2}\right).$$
The integral of $e^{-ax}\sin bx$ over $x>0$ is $b/(a^2+b^2)$. Here $a^2+b^2=k^2$ and $b=\sqrt3k/2$, so the area is $\theta/k^2$. Setting it equal to $Hs$ gives
$$k^2=\frac{\theta}{Hs},\qquad \frac{ds}{dt}=Bk^3=B\left(\frac{\theta}{Hs}\right)^{3/2},\qquad s^{5/2}=\frac52B\left(\frac{\theta}{H}\right)^{3/2}t .$$

The extrema of $u$ follow from $\tan(\sqrt3kx/2)=\sqrt3$. The first, at phase $\pi/3$, is the crest; the second, at $4\pi/3$, is the valley bottom. The sine is $\pm\sqrt3/2$ there, so
$$u_{\rm crest}=\frac{\theta}{k}e^{-\pi/(3\sqrt3)}=0.546\sqrt{\theta Hs},\qquad
d_{\rm valley}=\frac{\theta}{k}e^{-4\pi/(3\sqrt3)}=0.0891\sqrt{\theta Hs}.$$
Since $s\propto t^{2/5}$, the depth grows as $t^{1/5}$. It has no upper limit in this model, so the valley must reach the substrate.

The neglected terms are of relative order $1/(ks)=\sqrt{H/(\theta s)}$. Setting $d_{\rm valley}=H$ gives $s=126\,H/\theta$ and, from the law for $s(t)$, a contact time of $7.1\times10^4\,H^4/(B\theta^4)$. A numerical solution of the time-dependent equation, started from a wedge-shaped edge, gives contact at
$$s=179\,\frac{H}{\theta},\qquad t=2.2\times10^5\,\frac{H^4}{B\theta^4}.$$
The leading estimate of the time is thus too short by a factor of 3. At the true contact point the leading law puts the depth at $0.0891\sqrt{179}\,H=1.19H$ instead of $H$. This 19% matters because time varies as the fifth power of depth; the rest of the factor comes from slower retraction than the leading law predicts. Continued mathematically to much later times, the same solution approaches the laws: a fit gives a valley coefficient of 0.0881 against 0.0891.

**How a rim travels when the facet cannot lose atoms**

Now let the film top be a facet below its roughening temperature, free of steps. The rim is assumed to have a lasting source of steps, so its surface can still grow and move. It is given the same stiffness $\gamma$ and contact slope $\theta$ as before. What differs between the two cases is that atoms can no longer leave the flat film.

On this facet $\mu$ is not given by curvature. Adatoms cross it, but none are created or absorbed there, so in steady state their current is uniform. With no sink far away, the current is zero and $\mu$ is constant. It takes the value at the foot of the rim, $x=\ell$. This ignores the small number of adatoms stored on the facet.

At the foot $u=0$. The slope also vanishes there, because a sharp kink would be a concentrated curvature that surface diffusion removes. The current at the foot is $Vu(\ell)=0$, which matches the facet. The rim thus obeys (1) on a finite interval, with
$$u(0)=0,\quad u_x(0)=\theta,\quad u(\ell)=0,\quad u_x(\ell)=0 .$$
These are four conditions for three constants and the unknown $\ell$. The earlier proof no longer applies, because the curvature need not fade to zero: it may end at the foot with a positive value.

With $z=kx$, define three solutions of $\phi'''=\phi$ by their series,
$$\phi_0=1+\frac{z^3}{3!}+\dots,\quad \phi_1=z+\frac{z^4}{4!}+\dots,\quad \phi_2=\frac{z^2}{2!}+\frac{z^5}{5!}+\dots$$
Differentiating term by term gives $\phi_2'=\phi_1$, $\phi_1'=\phi_0$ and $\phi_0'=\phi_2$. The edge conditions are met by $u=(\theta/k)(\phi_1+c\,\phi_2)$. The foot conditions become
$$\phi_1+c\,\phi_2=0,\qquad \phi_0+c\,\phi_1=0 .$$
Eliminating $c$ gives $\phi_1^2=\phi_0\phi_2$. The smallest positive root is $k\ell=4.233$, with $c=-0.997$. The resulting profile is nowhere negative between edge and foot: it is a rim without a valley. The next roots give profiles that dip below the film surface, which the blocked facet does not allow.

The curvature is $u_{xx}=\theta k(\phi_2+c\,\phi_0)$. It equals $c\,\theta k$ at the edge and $f\theta k$ at the foot, with $f=0.208$. By (1) the rim area is
$$\int_0^\ell u\,dx=\frac{u_{xx}(\ell)-u_{xx}(0)}{k^3}=\frac{m\theta}{k^2},\qquad m=f-c=1.205 .$$
Equating this to $Hs$ gives $k^2=m\theta/(Hs)$ and
$$\frac{ds}{dt}=m^{3/2}B\left(\frac{\theta}{Hs}\right)^{3/2},\qquad m^{3/2}=1.32 .$$
At equal $s$ and equal stiffness the blocked rim therefore retracts somewhat faster than the isotropic one. The factor 1.32 is approached slowly: in the time-dependent solution the ratio of speeds is about 1.0 at $s=H/\theta$ and 1.24 at $s=179\,H/\theta$. In this model the facet protects the film without slowing the edge. On a real crystal the stiffness changes with slope near a facet. This alters the numerical factors here and in (2) below, and it can make the blocked rim the slower one.

The foot, and with it the whole facet, has $\mu=-p$, where
$$p=\gamma u_{xx}(\ell)=f\gamma\theta k=0.229\,\gamma\theta\sqrt{\frac{\theta}{Hs}}. \tag{2}$$
Since $p>0$, the facet is undersaturated: energy would be gained by taking atoms out of it.

Both laws were tested by solving the time-dependent equation again, with a stiff restoring force that holds the film ahead of the crest at thickness $H$. The late-time fit gave a rate factor of 1.30 against 1.32, and a coefficient in (2) of 0.228 against 0.229.

**What a pit costs**

Consider a round pit of radius $R$ and depth $a$, one layer. Let $\beta$ be the step free energy per length, taken as independent of direction. The step costs $2\pi R\beta$. The removed volume $\pi R^2a$ gains $p$ per volume when it reaches the foot, so
$$\Delta G(R)=2\pi R\beta-\pi R^2ap .$$
The derivative $2\pi\beta-2\pi Rap$ vanishes at $R^*=\beta/(ap)$. Inserting this radius,
$$\Delta G^*=\frac{2\pi\beta^2}{ap}-\frac{\pi\beta^2}{ap}=\frac{\pi\beta^2}{ap}. \tag{3}$$
A smaller pit tends to fill in again; a larger one grows. With (2) the barrier is, at late times,
$$\Delta G^*=\frac{\pi\beta^2\sqrt{Hs}}{0.229\,a\gamma\theta^{3/2}} .$$
It increases as $\sqrt s$, because a larger rim has a gentler foot. If $\beta\to0$, as at roughening, the barrier vanishes and the free digging of the isotropic surface returns.

The waiting time for a pit grows as $\exp(\Delta G^*/k_BT)$, apart from a weaker prefactor. This was checked on a pit that gains and loses single vacancies, with energy $4\sqrt n-0.2n$ for $n$ vacancies. Its maximum is 20, at $n=100$. The exact mean waiting time at $k_BT=0.5$ gave an activation energy of 19.75 in the same units. The missing 0.25 is $k_BT/2$: the number of sizes near the top of the barrier varies as $(k_BT)^{1/2}$, which multiplies the exponential.

**Numbers for a 30 nm film**

Take $H=30$ nm, $\theta=0.5$, $T=1200$ K, $\gamma=10$ eV/nm², $\beta=0.3$ eV/nm, $a=0.2$ nm, $\Omega=0.011$ nm³ and $D_s=10^9$ nm²/s. With $k_BT=0.1034$ eV,
$$B=\frac{10^9\times10\times0.011^{4/3}}{0.1034}=2.37\times10^8\ \text{nm}^4/\text{s}.$$
The unit of time is $H^4/(B\theta^4)=0.0548$ s and that of length is $H/\theta=60$ nm. The isotropic film is cut after $2.2\times10^5\times0.0548$ s, or 3.3 h, when the edge has moved $179\times60$ nm, about 10.7 µm. The crest then stands 238 nm above the substrate.

At that same time the blocked rim has retracted 11.7 µm, has a crest at 231 nm and is 3.4 µm wide. The undersaturation from the time-dependent solution is $p=0.0012$ eV/nm³; the leading law (2) gives a value 14% higher. Then
$$R^*=\frac{0.3}{0.2\times0.0012}=1250\ \text{nm},\qquad
\Delta G^*=\frac{\pi\times0.3^2}{0.2\times0.0012}\approx1180\ \text{eV},$$
which is about $11\,000\,k_BT$.

For comparison, allow every site on 1 cm² of facet $10^{13}$ attempts per second for the whole 3.3 h. With one site per $a^2$, this makes $3\times10^{32}$ attempts. One success is then expected for a barrier of $\ln(3\times10^{32})=75$ in units of $k_BT$. Setting (3) equal to $75\,k_BT$ gives
$$\beta=\sqrt{\frac{75\,k_BT\,ap}{\pi}}\approx0.024\ \text{eV/nm}.$$
The step energy would have to fall more than tenfold before even one pit was likely, and cutting the film requires $H/a=150$ layers to be removed. Earlier in the retraction the foot is sharper. Near $s=60$ nm the barrier passes through a shallow minimum of about 310 eV, or $3000\,k_BT$, still far out of reach; the 333 eV in the output comes from a grid that is coarse at this stage and is about 7% too high. These early values depend on the starting shape. For a sharp wedge corner $p$ first varies as $t^{-1/4}$: the barrier is about 40 eV after 5 µs, and it would be as low as $75\,k_BT$ only while $(Bt)^{1/4}$ is about 1 nm, where the continuum model no longer holds.

**When the protection fails**

The parameters are rough values for a thin single-crystal fcc metal film on an oxide. The contact slope is low: such metals often meet oxides at angles near or above 90°, where the small-slope equation does not apply. Even at $\theta=0.5$ the factor $(1+\theta^2)^{3/2}=1.4$ that it drops from the curvature is noticeable at the edge. The diffusivity is uncertain by at least a factor of ten. It shifts all times in inverse proportion but leaves the barrier at a given $s$ unchanged.

The assumption most easily broken in a real film is that the facet has no steps. A miscut of 0.1° places a step every 115 nm, so some 30 steps lie within one rim width and the surface drops by 6 nm across it. These steps can release atoms without nucleation, so the barrier (3) does not stop such a surface from thinning. Steps of one sign can only expose levels that already exist, but in a wide film this is no lasting protection. At 0.1° the plane of a terrace, continued beneath the higher terraces, meets the substrate of a 30 nm film after 17 µm. Steps that retreat that far can cut the film without any nucleation.

Screw dislocations also supply steps. A step held between two points a distance $d$ apart can bow out freely if $R^*<d/2$, since its tightest arc has radius $d/2$. At $10^8$ dislocations per cm² the mean spacing is 1000 nm, so a step joining two dislocations at this distance stays pinned when $R^*=1250$ nm. Dislocations are not evenly spaced, and a step between two that lie more than 2500 nm apart can break free. A step ending on one isolated dislocation has no such limit and can wind downwards as a spiral.

Other driving forces add to $p$. An elastic strain of 0.1% along one direction, with a Young's modulus of 200 GPa, stores 0.0006 eV/nm³. If all of it were released, the barrier would fall to 775 eV. A film on a substrate is usually strained equally in both in-plane directions. With a Poisson ratio of 0.3 this stores about three times as much, and the barrier would fall to about 470 eV. Evaporation can matter far more. If it lowers the adatom density by a further 1% of the equilibrium value, the added drive is $0.01\,k_BT/\Omega=0.094$ eV/nm³ and the barrier drops to 15 eV, or about $140\,k_BT$. An undersaturation near 2% would bring it to the $75\,k_BT$ at which a pit becomes likely. On a step-free facet in vacuum the undersaturation grows with distance from the nearest step, so a wide enough facet can reach this value. The estimate for 1 cm² above therefore holds only where evaporation is negligible.

Finally, the rim was assumed to have a lasting source of steps. A fixed set of steps is not enough, because a rising crest keeps needing new layers: about 1000 of them in this example. If its top were a perfect facet, a new layer there would also have to nucleate. With the crest curvature of the blocked rim as the drive, that barrier is about 460 eV. Such a rim could not thicken, and retraction by this route would stall. The film would again escape pinch-off, but because its edge had stopped. The protection described here, with a rim that keeps moving, therefore needs negligible evaporation, a lasting source of steps on the rim, and a facet ahead of it that has none. A real film may not meet the last two together, since a dislocation that feeds the rim may have lain in the facet before the rim reached it. The numerical output below lists the main values used here.

## Computed results

```
SCALED RESULTS (height H, length H/theta, time H^4/(B theta^4))
isotropic contact time: 2.197e+05
same, coarser grid and time step: 2.21e+05
isotropic retraction at contact: 179
isotropic rim crest at contact: 7.919 H
isotropic rate factor, late fit (law: 1): 0.9894
crest coefficient, late fit: 0.5455
crest coefficient, law: 0.5463
valley coefficient, late fit: 0.08811
valley coefficient, law: 0.08906
blocked rim: k*foot position: 4.233
blocked rim: scaled curvature at edge: -0.997
blocked rim: scaled curvature at foot: 0.2083
blocked rim: scaled area m: 1.205
blocked rate factor, late fit: 1.295
blocked rate factor, law m^(3/2): 1.323
blocked p*sqrt(s), late fit: 0.2279
blocked p*sqrt(s), law: 0.2287
blocked: least film thickness after s=1: 0.9997 H
pit test: activation from first passage: 19.75 (model units)
pit test: barrier formula: 20 (model units)
EXAMPLE INPUTS
H = 30.0 nm, theta = 0.5, T = 1200.0 K, kT = 0.1034 eV
gamma = 10.0 eV/nm^2, beta = 0.3 eV/nm, a = 0.2 nm
atom volume = 0.011 nm^3, D_s = 1.0e+09 nm^2/s
attempt rate = 1e+13 /s, area = 1e+14 nm^2
EXAMPLE RESULTS
Mullins coefficient B: 2.37e+08 nm^4/s
isotropic contact time: 3.34 h
isotropic retraction at contact: 1.07e+04 nm
isotropic crest height at contact: 238 nm
Blocked facet at that same time:
  retraction: 1.17e+04 nm
  crest height: 231 nm
  rim width: 3.44e+03 nm
  undersaturation p: 0.0012 eV/nm^3
  critical pit radius: 1.25e+03 nm
  pit barrier: 1.18e+03 eV
  pit barrier / kT: 1.14e+04
  barrier / kT that could be crossed once: 74.8
  step energy below which pits appear: 0.024 eV/nm
pit barrier early, at s = H/theta: 333 eV
NEGLECTED EFFECTS
curvature factor (1+theta^2)^(3/2): 1.4
strain energy density at 0.1% strain: 0.00062 eV/nm^3
pit barrier with strain added: 775 eV
drive of 1% evaporative undersaturation: 0.094 eV/nm^3
pit barrier with it added: 14.8 eV
height drop over rim width, 0.1 deg miscut: 6 nm
dislocation spacing at 1e8 /cm^2: 1e+03 nm
island barrier on a flat rim top: 455 eV
```
